Why NiSi can be missing between Ni2Si and silicon

**Q.** I anneal a nickel film on silicon. Ni2Si grows, but I see no NiSi between it and the silicon, although NiSi is a stable compound with an intermediate composition. How can a stable phase be missing?

**A.** Stability tells you that forming NiSi from its neighbours lowers the free energy. It does not tell you whether a NiSi layer gains material faster than its neighbour consumes it. Suppose a NiSi layer is present, and do the bookkeeping for the stack

Ni / Ni2Si / NiSi / Si.

Let Ni2Si have thickness x₁ and NiSi thickness x₂. I assume flat layers in which nickel moves and silicon does not. Nickel crosses Ni2Si with flux J₁ and NiSi with flux J₂, both counted in atoms per area and time, positive towards the silicon.

At the NiSi/Si interface every arriving nickel atom makes one formula unit of NiSi:

Ni + Si → NiSi, at rate J₂.

At the Ni2Si/NiSi interface J₁ arrives and J₂ leaves. The difference stays there and converts NiSi:

Ni + NiSi → Ni2Si, at rate J₁ − J₂.

NiSi therefore gains J₂ and loses J₁ − J₂, a net gain of 2J₂ − J₁. With v₁ and v₂ the volumes per formula unit of Ni2Si and NiSi,

dx₁/dt = v₁(J₁ − J₂)
dx₂/dt = v₂(2J₂ − J₁).

The factor 2 arises because a nickel atom that crosses NiSi helps twice: it creates one unit at the far side, and it is not available to destroy one at the near side. NiSi shrinks whenever J₁ > 2J₂.

**Q.** But a very thin NiSi layer is a very short diffusion path. Should J₂ not become huge and rescue it?

**A.** It would if diffusion were the only resistance. Nickel must also enter the layer and leave it by interface reactions of finite speed. Let c be the mobile nickel concentration above the silicon-rich edge of the compound's composition range, and ΔC the width of that range. For a layer of thickness x, with linear interface laws and a flux that is nearly uniform across the layer,

entry: J = kₐ(ΔC − c_in)
diffusion: J = D(c_in − c_out)/x
exit: J = k_b c_out.

Solve each line for its concentration drop and add the three drops. The unknown c_in and c_out cancel:

J/kₐ + Jx/D + J/k_b = ΔC.

Multiply by D and define P = DΔC and L = D(1/kₐ + 1/k_b):

J = P/(x + L).

L is the thickness at which diffusion and the interfaces resist equally. These equations contain no quantum constant, so they hold in atomic units or any other consistent set. I assume that each layer keeps its own P and L, whatever its neighbour does.

As x₂ → 0, J₂ rises to P₂/L₂ and no further. J₁ is large while Ni2Si is thin and falls as it thickens. That is the competition you need.

**Q.** So at what thickness does the balance turn?

**A.** Set J₁ = 2J₂ at x₂ = 0:

P₁/(x₁* + L₁) = 2P₂/L₂.

Inverting both sides and multiplying by P₁ gives

x₁* = P₁L₂/(2P₂) − L₁.

The critical thickness belongs to Ni2Si, the neighbour, not to the missing NiSi. It is positive if P₁/L₁ > 2P₂/L₂, that is, if J₁ at x₁ = 0 exceeds twice J₂ at x₂ = 0. Otherwise NiSi can grow from the start.

Below x₁* the verdict covers every NiSi thickness. There J₁ > 2P₂/L₂, while 2J₂ = 2P₂/(x₂ + L₂) ≤ 2P₂/L₂, so 2J₂ − J₁ is negative for any x₂ ≥ 0.

The interface resistance is essential. If L₂ → 0 at fixed P₁, P₂ and L₁, the formula tends to −L₁ and no critical thickness exists. Slow diffusion in NiSi then makes the layer thin, but cannot remove it.

**Q.** Please put numbers on this for a contact anneal.

**A.** Take 573 K and these round model parameters, which are not measured constants:

P₁ = 150 and P₂ = 10 atoms/(nm s)
L₁ = 5 nm, L₂ = 10 nm
v₁ = 0.033 nm³, v₂ = 0.024 nm³, and v_Ni = 0.011 nm³ per nickel atom.

Then

x₁* = 150 × 10/(2 × 10) − 5 = 70 nm = 700 Å.

At x₁ = 10 nm, J₁ = 150/15 = 10 atoms/(nm² s), while 2J₂ at x₂ = 0 is 2. Consumption beats supply fivefold. At x₁ = 100 nm, J₁ has fallen to 1.43 and supply wins.

**Q.** If I start with a little NiSi, does it really disappear?

**A.** Start with x₁ = 20 nm and x₂ = 2 nm. The initial rate is

dx₂/dt = 0.024 × (2 × 10/12 − 150/25) = −0.104 nm/s.

At that constant rate the seed would last 2/0.104 ≈ 19 s. Integrating both equations gives 22 s. Shrinkage slows because J₁ falls as Ni2Si thickens, and J₂ rises as NiSi thins.

A thick layer can survive, because x₁ grows meanwhile: below x₁*, J₁ − J₂ > J₂ > 0. Starting from x₁ = 20 nm, seeds up to about 24 nm vanish; thicker ones last until the balance turns.

I also tested the nearly uniform flux by solving time-dependent diffusion in both layers with moving interfaces, for a composition range of 0.01 nickel atoms per formula unit. A 45 nm seed started at x₁ = 20 nm stopped shrinking at x₁ = 100.6 nm and x₂ = 4.05 nm. There x₂ + L₂ differed by −0.2 % from the value set by J₁ = 2J₂, taking kₐ = k_b in each layer; splitting each L in the ratio 1:9 or 9:1 between entry and exit gives −0.13 %. Halving the composition range halved the deviation, as expected for a small correction proportional to that range.

**Q.** My film contains a finite amount of nickel. Does it ever reach 70 nm of Ni2Si?

**A.** While NiSi is absent, Ni2Si grows directly on silicon by 2Ni + Si → Ni2Si. A nickel thickness h supplies h/v_Ni atoms per area, and each formula unit takes two:

x₁ = v₁h/(2v_Ni) = 1.5 h.

Setting x₁ = x₁* gives a critical film thickness h* = 70/1.5 = 46.7 nm. A thinner film runs out of nickel before NiSi can grow.

Take h = 30 nm, so x₁ = 45 nm when the metal is spent. I assume that the direct reaction has the same P₁ and L₁ and uses all arriving nickel. This is a simplification: heats of formation suggest that the nickel driving force across Ni2Si is roughly 25–45 % larger on bare silicon than on NiSi, which would shorten the time found below. Half of J₁ then counts formula units:

dx₁/dt = v₁P₁/[2(x₁ + L₁)].

Multiplying by x₁ + L₁ and integrating from zero gives

x₁²/2 + L₁x₁ = v₁P₁t/2
t = (1012.5 + 225)/2.475 = 500 s.

**Q.** And after that? On longer anneals I do find NiSi.

**A.** With the metal gone, J₁ = 0 and the sign reverses:

dx₁/dt = −v₁J₂
dx₂/dt = +2v₂J₂.

Ni2Si is now the nickel source. Each nickel atom it gives up turns one Ni2Si into NiSi and makes a second NiSi at the silicon. Dividing the two rates gives dx₂ = −(2v₂/v₁)dx₁, so 45 nm of Ni2Si becomes

x₂ = 2 × 0.024 × 45/0.033 = 65.5 nm of NiSi.

Inserting J₂ = P₂/(x₂ + L₂) and integrating as before,

x₂²/2 + L₂x₂ = 2v₂P₂t,

which takes a further 5826 s, about 97 minutes. In this model the phases appear one after the other because the nickel supply ends, without any change in their stability.

**Q.** What if my film is thicker than 46.7 nm? Should I then see both?

**A.** Both are present, but you may not see both. For x₁ > x₁*, NiSi neither grows nor shrinks when

2P₂/(x₂ + L₂) = P₁/(x₁ + L₁), or x₂ = (2P₂/P₁)(x₁ + L₁) − L₂.

The definition of x₁* gives L₂ = (2P₂/P₁)(x₁* + L₁). Substituting this,

x₂ = (2P₂/P₁)(x₁ − x₁*).

The slope is only 0.133. A new layer stays below this balance line: on reaching it, x₂ would stop growing while x₁, and with it the line, kept rising.

For 60 nm of nickel the model has 88.9 nm of Ni2Si and 1.6 nm of NiSi when the metal is spent, against 2.5 nm on the balance line. Diffraction could easily miss such a layer. For 120 nm of nickel the NiSi is 11.9 nm thick. "Not seen" therefore covers two cases: absent below x₁*, and thin above it.

With unlimited nickel, both layers eventually become much thicker than L₁ and L₂, so J = P/x. Put x₂ = ρx₁ with constant ρ, so that dx₂/dt = ρ dx₁/dt:

v₂[2P₂/(ρx₁) − P₁/x₁] = ρv₁[P₁/x₁ − P₂/(ρx₁)].

Multiply by ρx₁ and collect terms:

v₁P₁ρ² + (v₂P₁ − v₁P₂)ρ − 2v₂P₂ = 0.

The product of the roots is negative, so there is one positive root, here ρ = 0.124. The thickness ratio of NiSi to Ni2Si thus tends to about an eighth. In a film that starts without NiSi it approaches this limit slowly from below, and is still only about 0.08 at 200 nm of Ni2Si.

**Q.** How closely does this resemble a real nickel contact?

**A.** Nickel is the main moving species in both silicides, and in thin films near 300 °C Ni2Si commonly grows first, with NiSi following as the metal runs out. The chosen P₁ and volumes are meant to be of realistic order; L₂ is the least certain input. A contact film of roughly 10 nm nickel gives 15 nm of Ni2Si, well below 70 nm. If P₁/P₂ were half as large at fixed L₁ and L₂, x₁* would be 75/2 − 5 = 32.5 nm, still above 15 nm.

Real anneals are not all at 573 K. Suppose the interface-limited flux P₂/L₂ has an activation energy 0.2 eV above that of P₁, with L₁ fixed. Then x₁* + L₁ varies as exp(0.2 eV/kT), and x₁* is 105 nm at 523 K and 49 nm at 623 K. The 0.2 eV is an assumption; the opposite sign would reverse the trend.

Some silicon may also move. Each silicon atom that crosses NiSi reacts as Si + Ni2Si → 2NiSi, so J₂ is replaced by J₂ + J_Si in the gain. A silicon flux of 10 % of J₂ lowers x₁* to 75/1.1 − 5 = 63 nm. Real films also have grains, rough interfaces and sometimes other metal-rich phases, which I have not sized.

**Q.** Could NiSi simply have failed to nucleate?

**A.** Yes, and its absence alone cannot exclude that. The rate model takes seeds for granted. For a spherical nucleus of radius r, interface energy γ and driving energy g per volume,

ΔG(r) = 4πr²γ − (4/3)πr³g.

Setting the derivative 8πrγ − 4πr²g to zero gives r = 2γ/g, and substitution gives the barrier

ΔG* = 16πγ³/(3g²).

Take a rough 0.3 eV for Ni2Si + Si → 2NiSi, so g = 0.3/(2 × 0.024) = 6.25 eV/nm³. For γ = 1 eV/nm² the barrier is 0.43 eV, or 9 kT at 573 K, which suggests easy nucleation. The nucleus then holds only about six formula units, so this continuum estimate is rough. For γ = 2 eV/nm² it is 3.4 eV, or 69 kT, which would block nucleation in practice. The cube of a poorly known γ decides.

**Q.** Is there an experiment that separates the two explanations?

**A.** Supply the seed yourself: prepare a stack with 20 nm of Ni2Si over 10 nm of NiSi, put 15 nm of nickel on top, and stop the anneal after about 240 s. With the parameters above, the NiSi should vanish after about 140 s, having used about 7 nm of nickel. Unreacted metal must still be present when you stop, because NiSi forms again once the metal is spent. A nucleation barrier cannot remove a layer that already exists.

Thinning alone is not enough. With L₂ = 0 and the other parameters unchanged, the layer would also shrink at first, but it would stop on the line x₂ = (2P₂/P₁)(x₁ + L₁). Since x₁ is at least 20 nm, at least 0.133 × 25 = 3.3 nm would remain. Integrating the rate equations gives a minimum of about 5 nm. You therefore need a method that can tell a few nanometres from nothing, such as cross-sectional electron microscopy. This remnant scales with P₂/P₁: with L₂ = 0 and P₂ = 1 instead of 10, only about 0.5 nm would remain, which could pass for nothing. Complete loss would support the interface-limited model only if P₂/P₁ is known independently, for example from the separate growth rates of thick layers of the two silicides. A surviving thin layer would be less decisive. With L₂ = 5 nm, for example, x₁* is still 32.5 nm, yet this seed thins only to about 1.3 nm before it recovers. Survival would thus suggest a smaller interface resistance than assumed here, and would leave both kinetics and nucleation as possible reasons for the absence of NiSi in unseeded films. The numerical output below lists the main values used in this discussion.

Table of computed values

```
P1, P2 = 150, 10 atoms/(nm s)
L1, L2 = 5, 10 nm
volumes Ni2Si, NiSi, Ni = 0.033, 0.024, 0.011 nm^3
temperature = 573 K, kT = 0.0494 eV
J1 at x1=0 = 30.00 atoms/(nm^2 s)
J2 at x2=0 = 1.00 atoms/(nm^2 s)
critical Ni2Si thickness = 70.0 nm = 700 angstrom
critical Ni film thickness = 46.7 nm
x1=10 nm, x2=0: J1=10.000, 2*J2=2.000 atoms/(nm^2 s), 2*J2-J1 gives -0.1920 nm/s
x1=40 nm, x2=0: J1=3.333, 2*J2=2.000 atoms/(nm^2 s), 2*J2-J1 gives -0.0320 nm/s
x1=70 nm, x2=0: J1=2.000, 2*J2=2.000 atoms/(nm^2 s), 2*J2-J1 gives +0.0000 nm/s
x1=100 nm, x2=0: J1=1.429, 2*J2=2.000 atoms/(nm^2 s), 2*J2-J1 gives +0.0137 nm/s
seed: x1=20 nm, x2=2 nm, initial rate -0.1040 nm/s
seed gone after 22.0 s, at x1 = 23.42 nm
thickest seed that vanishes from x1=20 nm: 23.94 nm
barrier length L2 cut to 0.1 nm: formula gives x1_crit = -4.25 nm (none)
slope of balance line x2 against x1 = 0.1333
late-time ratio x2/x1 = 0.1236
30 nm Ni: Ni2Si when Ni is spent = 45.0 nm
  NiSi at that time (stepped) = 0.00 nm
  time to spend Ni = 500 s
  final NiSi = 65.5 nm, further time = 5826 s
60 nm Ni: spent at 1814 s, Ni2Si 88.9 nm, NiSi 1.64 nm, balance line 2.52 nm
120 nm Ni: spent at 6737 s, Ni2Si 171.8 nm, NiSi 11.87 nm, balance line 13.58 nm
homogeneity range used for storage check = 0.010 Ni per formula unit
full diffusion, 45 nm seed turns at x1=100.6, x2=4.05 nm
  deviation of x2+L2 from balance = -0.21 %
  same with half the range = -0.10 %
  change of 2 nm seed's shrink time to 0.1 nm = -0.28 %
Si flux 10 % of J2: x1_crit = 63.2 nm
activation energy difference (J2 barrier minus P1) = 0.2 eV, L1 fixed
  x1_crit at 523 K = 105.5 nm, at 623 K = 49.2 nm
energy of Ni2Si + Si -> 2 NiSi (rough) = 0.3 eV, density 6.25 eV/nm^3
  interface energy 1 eV/nm^2: nucleation barrier 0.43 eV = 8.7 kT, radius 0.32 nm
  interface energy 2 eV/nm^2: nucleation barrier 3.43 eV = 69.5 kT, radius 0.64 nm
```
